# Topological Hall voltage of a drifting skyrmion lattice: a program that tests the result

```python
"""Topological Hall voltage of a drifting skyrmion lattice.

Result under test: electrons (charge -e) with spin locked to the unit vector
n(r - vs*t) feel the force (v - vs) x B, B = -(hbar/2) n.(dn/dx x dn/dy).
The topological Hall field is E_y = -(B/e)(vd - vs_x), zero at vs_x = vd.
Symbols: v carrier velocity, vd mean drift velocity, vs texture velocity,
tau relaxation time, Q skyrmion charge per cell, K force-velocity matrix.
Tests use hbar = m = 1 and helix wave number q = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

angles = 2 * np.pi * np.arange(3) / 3
QX, QY = np.cos(angles), np.sin(angles)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def texture(x, y):
    """Normalized sum of three helices: core down, surroundings up."""
    phase = np.multiply.outer(x, QX) + np.multiply.outer(y, QY)
    s, c = np.sin(phase), np.cos(phase)
    raw = np.stack([-(s @ QY), s @ QX, -c.sum(axis=-1)], axis=-1)
    return raw / np.sqrt((raw**2).sum(axis=-1, keepdims=True))


def gradients(x, y, h=1e-4):
    dx = (texture(x + h, y) - texture(x - h, y)) / (2 * h)
    dy = (texture(x, y + h) - texture(x, y - h)) / (2 * h)
    return dx, dy


def emergent_b(x, y):
    dx, dy = gradients(x, y)
    return -0.5 * (texture(x, y) * np.cross(dx, dy)).sum(axis=-1)


# Unit cell and flux per cell
recip = np.array([[QX[0], QY[0]], [QX[1], QY[1]]])
cell = 2 * np.pi * np.linalg.inv(recip).T
area = abs(np.linalg.det(cell))
N = 60
U, V = np.meshgrid(np.arange(N) / N, np.arange(N) / N, indexing="ij")
X = U * cell[0, 0] + V * cell[1, 0]
Y = U * cell[0, 1] + V * cell[1, 1]
b_grid = emergent_b(X, Y)
b_mean = b_grid.mean()
charge = -b_mean * area / (2 * np.pi)
assert abs(charge + 1) < 1e-4
profile = b_grid / b_mean
gx, gy = gradients(X, Y)
grad_sq = (gx**2 + gy**2).sum(axis=-1).mean()

# Emergent fields from spinor phases around small loops in (x, y, t)
vs_test = np.array([0.2, -0.3])


def spinor(p):
    n = texture(p[0] - vs_test[0] * p[2], p[1] - vs_test[1] * p[2])
    return np.linalg.eigh(np.einsum("i,ijk->jk", n, PAULI))[1][:, 1]


def loop_field(p, i, j, h=1e-3):
    ei, ej = np.eye(3)[i] * h / 2, np.eye(3)[j] * h / 2
    corners = [p - ei - ej, p + ei - ej, p + ei + ej, p - ei + ej]
    chi = [spinor(c) for c in corners]
    product = 1.0 + 0j
    for k in range(4):
        product *= np.vdot(chi[k], chi[(k + 1) % 4])
    return -np.angle(product) / h**2


loop_error = 0.0
for p in np.array([[0.4, 0.7, 0.3], [1.9, -0.8, 1.1], [-2.2, 1.5, 0.6]]):
    b = emergent_b(p[0] - vs_test[0] * p[2], p[1] - vs_test[1] * p[2])
    measured = [loop_field(p, 0, 1), loop_field(p, 0, 2), loop_field(p, 1, 2)]
    expected = [b, -vs_test[1] * b, vs_test[0] * b]
    loop_error = max(loop_error, np.abs(np.subtract(measured, expected)).max())
assert loop_error < 1e-4

# Exchange force and torque from the true spin precession of a moving electron
J, RAMP = 150.0, 5.0
v_test = np.array([0.5, 0.1])
start = np.array([-1.35, -2.5])


def travelled(t):
    """Time integral of a smooth switch-on of both velocities."""
    if t >= RAMP:
        return t - RAMP / 2
    z = t / RAMP
    return RAMP * (z**6 - 3 * z**5 + 2.5 * z**4)


def relative_position(t):
    electron = start + v_test * travelled(t)
    return electron - vs_test * travelled(t)


def spin_rate(t, chi):
    n = texture(*relative_position(t))
    up = n[2] * chi[0] + (n[0] - 1j * n[1]) * chi[1]
    down = (n[0] + 1j * n[1]) * chi[0] - n[2] * chi[1]
    return np.array([1j * J * up, 1j * J * down])


force_error = torque_error = 0.0
w = v_test - vs_test
for sign in (1, -1):
    n0 = texture(*start)
    vecs = np.linalg.eigh(np.einsum("i,ijk->jk", n0, PAULI))[1]
    chi0 = vecs[:, 1 if sign == 1 else 0].astype(complex)
    times = [7.0, 8.0, 9.0]
    run = solve_ivp(spin_rate, (0, 9.0), chi0, method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-11)
    assert run.success
    got_f, want_f, got_t, want_t = [], [], [], []
    for t, chi in zip(times, run.y.T):
        r = relative_position(t)
        s = np.array([np.vdot(chi, m @ chi).real for m in PAULI])
        dx, dy = gradients(*r)
        b = emergent_b(*r)
        got_f.append([J * dx @ s, J * dy @ s])
        want_f.append([sign * w[1] * b, -sign * w[0] * b])
        got_t.append(-J * np.cross(texture(*r), s))
        want_t.append(sign * 0.5 * (w[0] * dx + w[1] * dy))
    got_f, want_f = np.array(got_f), np.array(want_f)
    got_t, want_t = np.array(got_t), np.array(want_t)
    force_error = max(force_error,
                      np.abs(got_f - want_f).max() / np.abs(want_f).max())
    torque_error = max(torque_error,
                       np.abs(got_t - want_t).max() / np.abs(want_t).max())
# The remaining error is the next order in (precession time)/(transit time)
assert force_error < 0.05 and torque_error < 0.05


def boltzmann(omega, tau, gmax, lmax):
    """Drift response to a uniform force and to texture motion (v_F = 1)."""
    idx = [(i, j) for i in range(-gmax, gmax + 1)
           for j in range(-gmax, gmax + 1)]
    G = np.array(idx) @ recip
    coeff = omega * np.fft.fft2(profile) / N**2
    W = np.array([[coeff[(a[0] - b[0]) % N, (a[1] - b[1]) % N]
                   for b in idx] for a in idx])
    ls = np.arange(-lmax, lmax + 1)
    nl = len(ls)
    M = np.kron(np.diag(0.5j * (G[:, 0] - 1j * G[:, 1])), np.eye(nl, k=-1))
    M = M + np.kron(np.diag(0.5j * (G[:, 0] + 1j * G[:, 1])), np.eye(nl, k=1))
    M = M + np.kron(W, np.diag(-1j * ls))
    M = M + np.kron(np.eye(len(idx)), np.diag((ls != 0) / tau))
    zero = idx.index((0, 0))
    M[zero * nl + lmax, zero * nl + lmax] = 1.0  # fixes the total density
    uniform = np.zeros(len(idx), complex)
    uniform[zero] = 1.0
    field = W[:, zero]
    none = np.zeros_like(uniform)
    forces = [(uniform, none), (none, uniform), (none, field), (-field, none)]
    rhs = np.zeros((len(idx), nl, 4), complex)
    for k, (fx, fy) in enumerate(forces):
        rhs[:, lmax + 1, k] = 0.5 * (fx - 1j * fy)
        rhs[:, lmax - 1, k] = 0.5 * (fx + 1j * fy)
    g = np.linalg.solve(M, rhs.reshape(-1, 4)).reshape(len(idx), nl, 4)[zero]
    plus, minus = g[lmax + 1], g[lmax - 1]
    drift = np.array([plus + minus, 1j * (plus - minus)])
    assert np.abs(drift.imag).max() < 1e-8 * (1 + np.abs(drift).max())
    return drift.real[:, :2], drift.real[:, 2:]


# Strong, nonuniform field: the cancellation must not rely on averaging
tau_s, omega_s = 2.0, 0.5
mob, drag = boltzmann(omega_s, tau_s, 3, 5)
K = np.linalg.inv(mob)
extra = K - np.eye(2) / tau_s
vd = np.array([1.0, 0.0])
law_error = 0.0
for vs in ([0, 0], [0.5, 0], [1, 0], [1, 0.4], [-0.3, 0.7]):
    vs = np.array(vs, float)
    needed = K @ (vd - drag @ vs)
    predicted = vd / tau_s + extra @ (vd - vs)
    law_error = max(law_error, np.abs(needed - predicted).max())
assert law_error < 1e-8
null_strong = (K @ (vd - drag @ vd))[1]
side_strong = (K @ (vd - drag @ np.array([1.0, 0.4])))[1]
assert abs(null_strong) < 1e-8 and abs(K[1, 0]) > 0.1
assert abs(side_strong) > 1e-4


def two_channel(speed, n_up, n_dn, t_up, t_dn, B):
    """Drude solution for opposite emergent charges, no net transverse flow."""
    M = np.array([[1 / t_up, -B, 0, 0, 0],
                  [B, 1 / t_up, 0, 0, -1],
                  [0, 0, 1 / t_dn, B, 0],
                  [0, 0, -B, 1 / t_dn, -1],
                  [0, n_up, 0, n_dn, 0]], float)
    sol = np.linalg.solve(M, [1, speed * B, 1, -speed * B, 0])
    return sol[4], (n_up * sol[0] + n_dn * sol[2]) / (n_up + n_dn)


def null_ratio(*args):
    f0, f1 = two_channel(0, *args)[0], two_channel(1, *args)[0]
    speed = f0 / (f0 - f1)
    return speed / two_channel(speed, *args)[1]


n_up, n_dn, t_up, t_dn, B_weak = 0.55, 0.45, 1.2, 1.0, 1e-3
ratio_null = null_ratio(n_up, n_dn, t_up, t_dn, B_weak)
f_pin, v_pin = two_channel(0, n_up, n_dn, t_up, t_dn, B_weak)
hall_factor = f_pin / (B_weak * v_pin)
diff2 = n_up * t_up**2 - n_dn * t_dn**2
sum1, diff1 = n_up * t_up + n_dn * t_dn, n_up * t_up - n_dn * t_dn
assert abs(ratio_null - diff2 * (n_up + n_dn) / (diff1 * sum1)) < 1e-3
assert abs(hall_factor - diff2 * (n_up + n_dn) / sum1**2) < 1e-3
assert abs(null_ratio(1, 0, 1.2, 1.0, 0.5) - 1) < 1e-9
assert abs(null_ratio(0.55, 0.45, 1.0, 1.0, B_weak) - 1) < 1e-4
current_pol = diff1 / sum1

# Worked example: rough values in the regime of MnSi
e, hbar, h = const.e, const.hbar, const.h
mu_B = const.physical_constants["Bohr magneton"][0]
period, density, j = 18e-9, 4e28, 1e6
width, mass, rho = 1e-3, 5 * const.m_e, 3e-7
splitting, Ms, T, B_ext, hall_angle = 0.5, 1.6e5, 28.0, 0.2, 1e-3
q = 2 * np.pi / period
cell_area = area / q**2
b_tesla = -round(charge) * h / (e * cell_area)
drift = j / (density * e)
kF = (6 * np.pi**2 * density) ** (1 / 3)
vF = hbar * kF / mass
EF = (hbar * kF)**2 / (2 * mass * e)
tau = mass / (density * e**2 * rho)
mfp = vF * tau
wct = e * b_tesla * tau / mass
tau_q = mfp * q
omega_q = wct / tau_q
mob, drag = boltzmann(omega_q, tau_q, 3, 5)
K = np.linalg.inv(mob)
mob2, _ = boltzmann(omega_q, tau_q, 4, 7)
K2 = np.linalg.inv(mob2)
hall_ratio, hall_ratio2 = K[1, 0] / omega_q, K2[1, 0] / omega_q
side_ratio = (K[1, 1] - 1 / tau_q) / omega_q
side_ratio2 = (K2[1, 1] - 1 / tau_q) / omega_q
assert abs(hall_ratio - 1) < 1e-3 and abs(hall_ratio - hall_ratio2) < 1e-3
assert abs(side_ratio - side_ratio2) < 1e-3
speeds = [0.0, 0.5, 1.0, 1.2]
voltages = [b_tesla * width * drift * (1 - x) for x in speeds]
for x, volt in zip(speeds, voltages):
    scaled = (K @ (vd - drag @ np.array([x, 0.0])))[1] / omega_q
    assert abs(scaled - volt / voltages[0]) < 1e-3
u_ratio = current_pol * density * mu_B / Ms

print(f"Skyrmion charge per cell: {charge:.6f}")
print(f"Largest loop-field error (q=1 units): {loop_error:.1e}")
print(f"Spin-precession force error: {100*force_error:.2f} %")
print(f"Spin-precession torque error: {100*torque_error:.2f} %")
print(f"Strong-field test, omega_c*tau: {omega_s*tau_s:.2f}")
print(f"Strong-field law error: {law_error:.1e}")
print(f"Strong-field Hall force at vs=vd: {abs(null_strong):.1e}")
print(f"Same, with vs_y=0.4 vd added: {side_strong:.4f}")
print(f"Input helix period: {period*1e9:.1f} nm")
print(f"Input carrier density: {density:.1e} m^-3")
print(f"Input current density: {j:.1e} A/m^2")
print(f"Input strip width: {width*1e3:.1f} mm")
print(f"Input effective mass: {mass/const.m_e:.1f} m_e")
print(f"Input resistivity: {rho*1e8:.1f} uOhm cm")
print(f"Cell area: {cell_area*1e18:.1f} nm^2")
print(f"Emergent flux density B/e: {b_tesla:.2f} T")
print(f"Carrier drift velocity: {drift*1e3:.4f} mm/s")
for x, volt in zip(speeds, voltages):
    print(f"Hall voltage at vs_x/vd={x:.1f}: {volt*1e6:.3f} uV")
print(f"Topological |E_x| for vs_y=0.2 vd: {0.2*drift*b_tesla*1e3:.3f} mV/m")
print(f"Ohmic field: {rho*j*1e3:.1f} mV/m")
print(f"Fermi energy, fully polarized band: {EF:.3f} eV")
print(f"Input exchange splitting: {splitting:.2f} eV")
print(f"Fermi velocity: {vF:.3e} m/s")
print(f"Mean free path: {mfp*1e9:.2f} nm")
print(f"omega_c*tau of emergent field: {wct:.5f}")
print(f"Nonuniform-field Hall correction: {hall_ratio-1:.1e}")
print(f"Its shift with larger basis: {abs(hall_ratio2-hall_ratio):.1e}")
print(f"Hall leakage per vs_y/vd: {side_ratio:.2e}")
print(f"Its shift with larger basis: {abs(side_ratio2-side_ratio):.1e}")
print(f"Nonadiabaticity hbar*vF*q/splitting: {hbar*vF*q/e/splitting:.3f}")
scalar = hbar**2 * q**2 * grad_sq / (8 * mass * e)
print(f"Mean texture scalar potential: {scalar*1e3:.3f} meV")
print(f"Thermal energy at {T:.0f} K: {const.k*T/e*1e3:.2f} meV")
print(f"Ordinary Hall voltage at {B_ext:.1f} T: {drift*B_ext*width*1e6:.4f} uV")
print(f"Input anomalous Hall angle: {hall_angle:.1e}")
print(f"Anomalous Hall voltage: {hall_angle*rho*j*width*1e6:.3f} uV")
print(f"Input magnetization: {Ms/1e3:.0f} kA/m")
print(f"Polarization bound Ms/(n*mu_B): {Ms/(density*mu_B):.3f}")
print(f"Two-channel density shares: {n_up:.2f}, {n_dn:.2f}")
print(f"Two-channel relaxation-time ratio: {t_up/t_dn:.2f}")
print(f"Two-channel current polarization: {current_pol:.3f}")
print(f"Two-channel pinned Hall factor: {hall_factor:.3f}")
print(f"Two-channel pinned voltage: {hall_factor*voltages[0]*1e6:.3f} uV")
print(f"Two-channel null at vs_x/vd: {ratio_null:.3f}")
print(f"Spin-transfer velocity u/vd: {u_ratio:.3f}")
print(f"Drift over Fermi velocity: {drift/vF:.1e}")
print("verified")
```

Output:

```
Skyrmion charge per cell: -1.000000
Largest loop-field error (q=1 units): 1.4e-08
Spin-precession force error: 0.04 %
Spin-precession torque error: 0.04 %
Strong-field test, omega_c*tau: 1.00
Strong-field law error: 1.7e-16
Strong-field Hall force at vs=vd: 1.4e-16
Same, with vs_y=0.4 vd added: -0.0277
Input helix period: 18.0 nm
Input carrier density: 4.0e+28 m^-3
Input current density: 1.0e+06 A/m^2
Input strip width: 1.0 mm
Input effective mass: 5.0 m_e
Input resistivity: 30.0 uOhm cm
Cell area: 374.1 nm^2
Emergent flux density B/e: 11.05 T
Carrier drift velocity: 0.1560 mm/s
Hall voltage at vs_x/vd=0.0: 1.725 uV
Hall voltage at vs_x/vd=0.5: 0.862 uV
Hall voltage at vs_x/vd=1.0: 0.000 uV
Hall voltage at vs_x/vd=1.2: -0.345 uV
Topological |E_x| for vs_y=0.2 vd: 0.345 mV/m
Ohmic field: 300.0 mV/m
Fermi energy, fully polarized band: 1.354 eV
Input exchange splitting: 0.50 eV
Fermi velocity: 3.086e+05 m/s
Mean free path: 4.56 nm
omega_c*tau of emergent field: 0.00575
Nonuniform-field Hall correction: -7.4e-06
Its shift with larger basis: 7.9e-06
Hall leakage per vs_y/vd: 1.00e-03
Its shift with larger basis: 9.8e-06
Nonadiabaticity hbar*vF*q/splitting: 0.142
Mean texture scalar potential: 0.256 meV
Thermal energy at 28 K: 2.41 meV
Ordinary Hall voltage at 0.2 T: 0.0312 uV
Input anomalous Hall angle: 1.0e-03
Anomalous Hall voltage: 0.300 uV
Input magnetization: 160 kA/m
Polarization bound Ms/(n*mu_B): 0.431
Two-channel density shares: 0.55, 0.45
Two-channel relaxation-time ratio: 1.20
Two-channel current polarization: 0.189
Two-channel pinned Hall factor: 0.278
Two-channel pinned voltage: 0.479 uV
Two-channel null at vs_x/vd: 1.467
Spin-transfer velocity u/vd: 0.439
Drift over Fermi velocity: 5.1e-10
verified
```
